\section*{Hydrogen and Vacancies in Metals: When the Sixth Power Holds}

\section{Why hydrogen can pay for a vacancy}

\textbf{Q:} Hydrogen sits between metal atoms. It does not remove them. Why should the equilibrium number of vacancies depend on it?

\textbf{A:} Because a vacancy changes the sites open to hydrogen. Take an fcc metal whose hydrogen occupies octahedral sites, at most one atom per site. Let the metal be at temperature $T$ and pressure $p$, and let a large reservoir fix the hydrogen chemical potential $\mu$. If an H atom on a normal site has free energy $g_H$, which includes its vibrations and its pressure--volume work, the empty and filled states give
\begin{equation}
\xi_b=1+z,\qquad z=\exp\!\left(\frac{\mu-g_H}{kT}\right).
\end{equation}
The filled state has probability $\theta=z/(1+z)$.

Next to a vacancy the free energy is lower by the binding free energy $E_b>0$, so $z$ is replaced by $zB$:
\begin{equation}
\xi_t=1+zB,\qquad B=e^{E_b/kT},\qquad
\theta_t=\frac{zB}{1+zB}.
\end{equation}
The grand potential of a site is $-kT\ln\xi$. Since $\xi_t>\xi_b$, turning a normal site into a trap lowers the free energy of the system. That gain offsets part of the cost of the vacancy.

\textbf{Q:} There are six such sites. May I simply multiply?

\textbf{A:} Yes, if the occupation of one trap does not alter the energy of another. With $n_i=0$ or $1$ for trap $i$, the sum over the $2^6=64$ states is
\begin{equation}
\sum_{n_1,\ldots,n_6}\prod_{i=1}^{6}(zB)^{n_i}
=\prod_{i=1}^{6}\sum_{n_i=0}^{1}(zB)^{n_i}
=\xi_t^6 .
\end{equation}
Independence is an assumption about energies; its cost is estimated below.

\section{Counting the sites}

\textbf{Q:} Then the vacancy concentration is multiplied by $\xi_t^6$, and we are finished?

\textbf{A:} Not yet. The six sites existed before the vacancy did, and they already held some hydrogen. We must compare two crystals with the same number $N$ of metal atoms.

To form a vacancy, an atom moves from the interior to a surface, grain boundary or dislocation, where it extends the lattice. With $n$ vacancies there are $N+n$ lattice sites. An fcc lattice has one octahedral site per lattice site, so there are also $N+n$ octahedral sites. If the vacancies are far apart, $6n$ of these are traps and
\begin{equation}
(N+n)-6n=N-5n
\end{equation}
are normal. Each vacancy removes six normal sites, but the added lattice site brings one back.

\textbf{Q:} How does that enter the equilibrium concentration?

\textbf{A:} Let $g_f$ be the formation free energy of one vacancy in hydrogen-free metal at the same $T$ and $p$, without the entropy of choosing its position. Write
\begin{equation}
g_f=e_f-Ts_f+pv_f,\qquad c_0=e^{-g_f/kT},
\end{equation}
where $e_f$, $s_f$ and $v_f$ are the formation energy, entropy and volume. The statistical weight of $n$ isolated vacancies is
\begin{equation}
W(n)=\binom{N+n}{n}\,c_0^{\,n}\,\xi_t^{6n}\,\xi_b^{N-5n}.
\end{equation}
For large numbers, Stirling's formula gives
\begin{equation}
\ln\binom{N+n}{n}\simeq(N+n)\ln(N+n)-n\ln n-N\ln N .
\end{equation}
Its derivative with respect to $n$ is $[\ln(N+n)+1]-[\ln n+1]=\ln[(N+n)/n]$. The most probable $n$ therefore satisfies
\begin{equation}
\ln\frac{N+n}{n}+\ln c_0+6\ln\xi_t-5\ln\xi_b=0 .
\end{equation}
The second derivative, $1/(N+n)-1/n$, is negative, so this is a maximum. With $c=n/(N+n)$, the vacancy fraction per lattice site,
\begin{equation}
\boxed{\,c=c_0\,\frac{\xi_t^6}{\xi_b^5}\,}.
\label{main}
\end{equation}
Without hydrogen $z=0$, both $\xi$ are one, and $c=c_0$.

\textbf{Q:} So the bare sixth power is wrong?

\textbf{A:} It is a limit. For small $z$, $\xi_b^5\simeq1+5z$, so the denominator can be dropped when $5z\ll1$, that is, when the bulk is nearly empty. Otherwise the bare power overstates the enhancement by the factor $\xi_b^5$.

\section{What the formula says}

\textbf{Q:} I know the bulk loading better than $\mu$. Can $z$ be eliminated?

\textbf{A:} From $z=\theta/(1-\theta)$ we have
\begin{equation}
\xi_b=\frac1{1-\theta},\qquad
\xi_t=\frac{1-\theta+\theta B}{1-\theta}.
\end{equation}
In (\ref{main}) the numerator brings $(1-\theta)^{-6}$ and the denominator $(1-\theta)^{5}$, leaving one inverse power:
\begin{equation}
\frac{c}{c_0}=\frac{(1-\theta+\theta B)^6}{1-\theta}.
\end{equation}

Three cases show its content. If the traps are nearly empty, $6zB\ll1$, then $c/c_0\simeq1+6zB-5z$, a small correction. If the traps are full while the bulk is nearly empty, $6/B\ll z\ll1/5$, then
\begin{equation}
c\simeq z^6\exp\!\left(-\frac{g_f-6E_b}{kT}\right),
\end{equation}
and all six binding free energies reduce the cost. Such a range of $z$ exists only if $B\gg30$, so the nickel example below does not reach this limit. If there is no binding, $B=1$, then $c/c_0=1+z$. The vacancy fraction still rises, because the added lattice site brings an octahedral site that hydrogen can fill.

\textbf{Q:} Does each vacancy then absorb six hydrogen atoms?

\textbf{A:} Fewer. Differentiate (\ref{main}) at fixed $T$ and $p$, so that $c_0$, $B$ and $g_H$ are constant and $d(\mu/kT)=d\ln z$:
\begin{equation}
\frac{\partial\ln c}{\partial(\mu/kT)}
=6\frac{zB}{1+zB}-5\frac{z}{1+z}
=6\theta_t-5\theta .
\label{uptake}
\end{equation}
This is also the hydrogen gained per vacancy at fixed $N$: the crystal holds $(N-5n)\theta+6n\theta_t$ atoms, whose derivative with respect to $n$ is the same expression. It tends to one, not six, when bulk and traps are both full.

\section{Connecting the metal to hydrogen gas}

\textbf{Q:} A pressure gauge does not read $\mu$. What pressure do I need?

\textbf{A:} Dissociation equilibrium, $\mathrm{H_2}\rightleftharpoons2\mathrm H$, requires $2\mu=\mu_{\mathrm{H_2}}$. At gigapascal pressures an ideal gas is a poor model, so give each molecule a fixed covolume $b$:
\begin{equation}
p(V-N_gb)=N_gkT,\qquad
\frac{V}{N_g}=\frac{kT}{p}+b .
\end{equation}
At constant temperature $d\mu_{\mathrm{H_2}}=(V/N_g)\,dp$. The excess over an ideal gas at the same pressure is $\int_0^p b\,dp'=bp$. With $\mu^\circ$ the chemical potential of the ideal gas at $p_0=1$ bar,
\begin{equation}
\mu_{\mathrm{H_2}}=\mu^\circ+kT\ln\frac f{p_0},\qquad
f=p\,e^{bp/kT}.
\end{equation}
Here $f$ is the fugacity. Writing $g_H-\mu^\circ/2=h_s-Ts_s+pv_H$, with $h_s$, $s_s$ and $v_H$ the solution enthalpy, entropy and volume per H atom, gives
\begin{equation}
z=\left(\frac f{p_0}\right)^{1/2}
\exp\!\left[-\frac{h_s-Ts_s+pv_H}{kT}\right].
\end{equation}

\textbf{Q:} But pressure also opposes vacancies, through $pv_f$. Which effect wins?

\textbf{A:} Take $E_b$, $v_f$, $v_H$ and $b$ independent of pressure. At fixed $T$, (\ref{main}) and (\ref{uptake}) give
\begin{equation}
kT\frac{d\ln c}{dp}=-v_f+(6\theta_t-5\theta)
\left(\frac{kT}{2p}+\frac b2-v_H\right).
\label{pressure}
\end{equation}
The last bracket is $kT\,d\ln z/dp$: the fluid's volume per H atom minus the volume that atom takes up in the metal. Hydrogen wins when this difference, times the uptake, exceeds $v_f$.

\section{Nickel at 1000 K and 2 GPa}

\textbf{Q:} Put numbers in.

\textbf{A:} Use rough values for nickel: $e_f=1.70$ eV, $s_f=2k$, $v_f=0.009\ \mathrm{nm^3}$, $h_s=0.17$ eV, $s_s=-6k$, $v_H=0.0025\ \mathrm{nm^3}$ and $E_b=0.30$ eV. For the fluid take $b=0.026\ \mathrm{nm^3}$, a rough value for the gas at low pressure, which is too large at gigapascal pressures; the error this causes is estimated at the end. At 1000 K, $kT=0.08617$ eV and $B=32.5$.

The pressure work on a vacancy is $pv_f=0.112$ eV, so
\begin{equation}
g_f=1.70-2(0.08617)+0.112=1.640\ \mathrm{eV},\qquad
c_0=5.43\times10^{-9}.
\end{equation}
The fugacity is 86.4 GPa, far above the pressure, and $f/p_0=8.64\times10^5$. With $pv_H=0.031$ eV,
\begin{equation}
z=\sqrt{8.64\times10^5}\,
\exp\!\left[-\frac{0.17+0.517+0.031}{0.08617}\right]
=0.223 .
\end{equation}
Hence $\xi_b=1.223$ and $\xi_t=8.253$. The occupancies are $\theta=0.182$ and $\theta_t=0.879$, and
\begin{equation}
\frac c{c_0}=\frac{8.253^6}{1.223^5}
=\frac{3.16\times10^5}{2.74}=1.15\times10^5,
\qquad c=6.3\times10^{-4}.
\end{equation}
The bare sixth power would be too large by a factor of 2.74. At 0.01 GPa the same factor is 1.02.

The effective formation free energy, $-kT\ln c$, is 0.636 eV instead of 1.640 eV. The traps of one vacancy hold 5.27 H atoms, but the net uptake is $5.27-5(0.182)=4.36$.

\textbf{Q:} You used the most probable number of vacancies. Does the average agree?

\textbf{A:} For 30000 metal atoms, summing over 0 to 100 vacancies gives a mean number that corresponds to $c=6.265\times10^{-4}$. The formula gives the same four digits.

\textbf{Q:} And the contest between hydrogen and pressure?

\textbf{A:} At 2 GPa the bracket in (\ref{pressure}) is $0.0035+0.0130-0.0025=0.0140\ \mathrm{nm^3}$. Multiplied by 4.36 it gives $0.061\ \mathrm{nm^3}$, well above $v_f=0.009\ \mathrm{nm^3}$. The vacancy fraction therefore rises with pressure. At 1000 K throughout, and with the same fixed $b$, which exaggerates the rise, most strongly at the highest pressures:

\begin{center}
\begin{tabular}{cccc}
$p$ (GPa) & $\theta$ & $c/c_0$ & $c$ \\
0.01 & 0.0035 & $1.87$ & $3.7\times10^{-8}$\\
0.5 & 0.034 & $85$ & $1.2\times10^{-6}$\\
1 & 0.069 & $1.1\times10^3$ & $1.1\times10^{-5}$\\
2 & 0.182 & $1.2\times10^5$ & $6.3\times10^{-4}$\\
3 & 0.369 & $6.4\times10^6$ & $1.8\times10^{-2}$
\end{tabular}
\end{center}

\section{When vacancies come too close}

\textbf{Q:} At 3 GPa almost two sites in a hundred are vacant. Are the vacancies still isolated?

\textbf{A:} No. Place a vacancy at the origin of a lattice with parameter $a$. Its traps lie at distance $a/2$ along the cube axes. A first neighbour at $(a/2,a/2,0)$ shares the traps $(a/2,0,0)$ and $(0,a/2,0)$. A second neighbour at $(a,0,0)$ shares $(a/2,0,0)$. More distant vacancies share none, because a shared trap requires their separation to be the sum of two axial steps of length $a/2$.

Assume a shared trap still has binding free energy $E_b$. A pair that shares $s$ traps has $s$ fewer traps and $s$ more normal sites than two isolated vacancies. Its weight is multiplied by $R^{-s}$, where $R=\xi_t/\xi_b$. Summing the departure from one over the 12 first and 6 second neighbours gives
\begin{equation}
S=12(R^{-2}-1)+6(R^{-1}-1).
\end{equation}
There are about $n^2/2$ pairs, and the mean departure per pair is about $S/(N+n)$. To leading order in vacancy density this adds $Sn^2/[2(N+n)]$ to $\ln W$. Its derivative is $S(c-c^2/2)\simeq Sc$. Calling the isolated-vacancy result $X$, the equilibrium condition becomes
\begin{equation}
-\ln c+\ln X+Sc=0,\qquad c\simeq X(1+SX).
\end{equation}
At 2 GPa, $R=6.75$ and $S=-16.8$, so sharing lowers $c$ by 1.1\%. At 3 GPa, $SX=-0.32$. The first correction is then so large that the last row of the table shows a trend, not a reliable concentration. Direct attraction or repulsion between vacancies is also left out.

\section{How far to trust the result}

\textbf{Q:} Six hydrogen atoms around one hole must notice each other.

\textbf{A:} They do, and the effect can be large. Give each adjacent pair of trapped atoms a repulsion of 0.02 eV. The six traps form an octahedron with 12 adjacent pairs, so a full vacancy pays 0.24 eV. Repeating the 64-state sum with this energy multiplies $c$ by 0.147, giving about $9\times10^{-5}$. This is still some $10^4$ times $c_0$.

\textbf{Q:} Bulk hydrogen interacts too.

\textbf{A:} Suppose it attracts, with mean-field energy $-u\theta^2/2$ per site. The grand potential per site is
\begin{equation}
\omega=-\frac{u\theta^2}{2}
+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)]-kT\theta\ln z .
\end{equation}
Setting $d\omega/d\theta=0$ gives $\ln[\theta/(1-\theta)]=\ln z+u\theta/kT$. Substituting this back leaves $\omega=kT\ln(1-\theta)+u\theta^2/2$, and $\ln\xi_b$ is replaced by $-\omega/kT$. With $u=0.20$ eV and the same $\mu$, the bulk occupancy rises from 0.18 to 0.32. If the trap energies are unchanged and every normal site, including those beside a trap, keeps the full mean field, $c$ is multiplied by 0.73. This factor depends on how the attraction is treated near the vacancy, and even its direction is not fixed. Share $u$ among the 12 nearest octahedral sites and solve the mean-field equations site by site. If the traps take no part in the attraction, their neighbours lose some of it and the factor is 0.48. If trapped H and the bulk H next to it attract each other with the same strength, the factor is about 8.

\textbf{Q:} What if your 0.30 eV is a binding energy, not a free energy?

\textbf{A:} Then the thermal part of the vibrations must be added. Let 0.30 eV be the difference between vibrational ground states, and give H three harmonic modes with quanta of 0.10 eV in the bulk and 0.09 eV in a trap. The softer trap multiplies $c$ by 2.5.

The binding itself matters strongly. Since $\partial\ln c/\partial E_b=6\theta_t/kT$, an error of 0.01 eV changes $\ln c$ by $5.27(0.01)/0.08617=0.61$, a factor of about 1.8. The covolume matters too. Real molecules are compressed at gigapascal pressures, so a value of $b$ suited to lower pressures overstates $f$. For dense hydrogen at 1000 K, an effective $b$ of about 0.018 to $0.021\ \mathrm{nm^3}$ is more realistic at 2 GPa. Putting these values into the formulas lowers $c$ by a factor of about 5 to 12, and at 3 GPa, where estimates of $b$ run from about 0.017 to $0.020\ \mathrm{nm^3}$, by a factor of roughly 15 to 60 (nearly 40 for $0.018\ \mathrm{nm^3}$, the value used below). The enhancement at 2 GPa remains near $10^4$ or above, but falls to a few thousand if the trap repulsion estimated above is added. The example therefore shows the direction of the effect and that it is large, but does not fix $c$ to within a factor of ten.

\textbf{Q:} Does this explain superabundant vacancies in real nickel?

\textbf{A:} It gives a mechanism, not a quantitative account. In the model, $c$ at 1000 K and 2 GPa is about nine times the hydrogen-free value of $6.7\times10^{-5}$ at 1700 K and zero pressure, close to nickel's melting point. With the more realistic $b$ the two agree within about a factor of two. Experiments on nickel in hydrogen at a few gigapascals have been interpreted as showing vacancy fractions of per cent size or more. The 1.8 per cent in the last row of the table should not be read as agreement, because the more realistic $b$ lowers it to about 0.05 per cent (roughly 0.03 to 0.1 per cent over the range of $b$ given above). With $E_b=0.30$ eV the example therefore does not reproduce fractions of that size at 2 or 3 GPa. This conclusion depends on the rough binding value: at 3 GPa with the more realistic $b$, $E_b=0.35$ eV would give about 1.2 per cent without trap repulsion and about 0.1 per cent with it. It also depends on the attraction between H atoms: if the attraction $u=0.20$ eV acts between trapped and neighbouring bulk H, the 0.05 per cent at $E_b=0.30$ eV becomes about 0.5 per cent, before trap repulsion. Real traps interact and need not all bind equally. At 2 GPa and with the original $b$, the repulsion estimated above alone lowers $c$ sevenfold; the reduction is larger when the traps are fuller and smaller when they are emptier. At 1000 K a large enhancement needs high pressure: at 0.01 GPa the model gives a factor of less than two. At 0.01 GPa and 300 K it is about $10^4$, because cold traps fill easily, but $c_0$ is then so small that vacancies remain extremely rare.

\textbf{Q:} What happens when the hydrogen is let out?

\textbf{A:} If both hydrogen and pressure are removed at 1000 K, the equilibrium fraction becomes $2.0\times10^{-8}$. Vacancies retained from the 2 GPa state are then supersaturated by $3.1\times10^4$. They can disappear at surfaces, grain boundaries and dislocations, or gather into voids; equilibrium theory does not choose between these.

\textbf{Q:} How long do they have?

\textbf{A:} For a bare vacancy, take an attempt rate $\nu=10^{13}\ \mathrm{s^{-1}}$, a migration energy $E_m=1.3$ eV and $a=0.352$ nm, all rough. The jump rate to each of 12 neighbours is $\Gamma=\nu e^{-E_m/kT}$ and the jump length is $a/\sqrt2$, so
\begin{equation}
D=\frac{12\,\Gamma}{6}\,\frac{a^2}{2}=a^2\Gamma
=3.5\times10^{-9}\ \mathrm{cm^2/s}.
\end{equation}
In a spherical grain of diameter $d=10\ \mu$m whose boundary absorbs vacancies, the slowest part of the excess decays with time constant $d^2/(4\pi^2D)\approx7$ s. The simpler estimate $d^2/D\approx290$ s is too long by the factor $4\pi^2$. The time is sensitive to $E_m$, and 1.3 eV is at the high end of the values quoted for nickel: $E_m=1.04$ eV gives $D=7\times10^{-8}\ \mathrm{cm^2/s}$ and about 0.4 s. The 7 s is therefore uncertain by more than a factor of ten and is probably too long. Trapped hydrogen may change this mobility, and nearer sinks would shorten the time. The same transport limits the approach to equilibrium during loading: $c$ is reached only if vacancies have time to enter from their sources.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough values for nickel)
temperature 1000 K, pressure 2.0 GPa, kT 0.08617 eV
vacancy energy 1.70 eV, entropy 2.0 k_B
vacancy formation volume 0.0090 nm^3
H solution enthalpy 0.17 eV, entropy -6.0 k_B
H volume in metal 0.0025 nm^3, H2 covolume 0.026 nm^3
binding free energy per trap 0.30 eV, B = 32.504
MAIN EXAMPLE
H2 fugacity 86.44 GPa
bulk activity z 0.2231, xi_b 1.2231, xi_t 8.2526
bulk occupancy 0.1824, trap occupancy 0.8788
H atoms in the six traps 5.273
net H uptake per vacancy 4.361, numerical 4.361
pressure work p*v_f 0.1123 eV
vacancy fraction without H 5.430e-09
bare sixth power xi_t^6 3.159e+05
true enhancement 1.154e+05
bare power overstates by factor 2.738
same factor at 0.01 GPa 1.0175
vacancy fraction with H 6.265e-04
vacancy fraction from number average 6.265e-04
formation free energy: bare 1.640 eV, with H 0.636 eV
H-free fraction at 1700 K, zero pressure 6.742e-05
H-free fraction at 1000 K, zero pressure 2.000e-08
supersaturation after release 3.133e+04
PRESSURE SWEEP: p/GPa, theta, theta_t, c/c0, c dilute, S*X
 0.01 0.0035 0.1014 1.867e+00 3.710e-08 -1.05e-07
 0.50 0.0344 0.5368 8.497e+01 1.227e-06 -1.52e-05
 1.00 0.0687 0.7056 1.077e+03 1.122e-05 -1.67e-04
 2.00 0.1824 0.8788 1.154e+05 6.265e-04 -1.06e-02
 3.00 0.3689 0.9500 6.411e+06 1.814e-02 -3.16e-01
NEGLECTED EFFECTS (factor on vacancy fraction)
shared traps: S -16.847, factor 0.9894
trap repulsion 0.02 eV per pair: 0.147
bulk attraction 0.20 eV: 0.725
bulk occupancy with that attraction 0.318
quanta 0.10 eV bulk, 0.09 eV trap: 2.518
migration energy 1.3 eV, attempt rate 1e+13 1/s
lattice parameter 0.352 nm, grain 10 um
bare vacancy diffusivity 3.48e-09 cm^2/s
bare vacancy crossing time 287 s
\end{verbatim}
